# The Treanor Minimum in Vibrationally Excited Nitrogen: a program that tests the result

```python
"""Treanor minimum of nitrogen at gas temperature 300 K, vibrational 3000 K.

Result under test: when only vibration-vibration (VV) exchange acts, the
populations f_v of levels G(v) = we (v+1/2) - wexe (v+1/2)^2 become
    f_v = f_0 exp(-v E10/kTv + wexe v(v-1)/kT),   E10 = we - 2 wexe,
whose smooth continuation in v has its minimum at
    vmin = 1/2 + E10 T / (2 wexe Tv),   with 8 < vmin < 9 for nitrogen.
T: gas temperature; Tv: defined by f_1/f_0 = exp(-E10/kTv).
Energies are in cm^-1. VV rates are in units of the 1,0 -> 0,1 rate.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, cc

K_CM = const.k / (const.h * const.c * 100.0)      # Boltzmann constant, cm^-1/K
CM_TO_EV = const.h * const.c * 100.0 / const.e
T_GAS, T_VIB = 300.0, 3000.0
WE, WEXE = 2359.0, 14.3                           # rough values for N2
WEYE = -0.002                                     # rough cubic coefficient
DELTA_VV, DELTA_VT = 0.4, 0.17                    # chosen model parameters


def level_energy(v, cubic=0.0):
    """Energy above level 0, from the term formula."""
    def term(u):
        return WE * (u + 0.5) - WEXE * (u + 0.5)**2 + cubic * (u + 0.5)**3
    return term(v) - term(0.0)


def log_population(v, t_gas, t_vib, cubic=0.0):
    """ln(f_v/f_0) from exp(-gamma v - E_v/kT), gamma fixed by f_1/f_0."""
    e10 = level_energy(1.0, cubic)
    gamma = e10 / (K_CM * t_vib) - e10 / (K_CM * t_gas)
    return -gamma * v - level_energy(v, cubic) / (K_CM * t_gas)


def numerical_minimum(t_gas, t_vib, cubic=0.0):
    res = minimize_scalar(lambda v: log_population(v, t_gas, t_vib, cubic),
                          bounds=(0.0, 40.0), method="bounded",
                          options={"xatol": 1e-9})
    return res.x


def minimum_formula(e10, wexe, t_gas, t_vib):
    return 0.5 + e10 * t_gas / (2.0 * wexe * t_vib)


def vv_rates(spacing):
    """K[v,w]: rate of (v+1, w) -> (v, w+1), obeying detailed balance."""
    n = np.arange(len(spacing))
    cost = spacing[None, :] - spacing[:, None]
    size = np.outer(n + 1, n + 1) * np.exp(
        -DELTA_VV * np.abs(n[:, None] - n[None, :]))
    return size * np.exp(-np.maximum(cost, 0.0) / (K_CM * T_GAS))


def population_change(f, rates, spacing, vt_ratio=0.0):
    """Time derivative from upward flux through every step of the ladder."""
    flux = f[:-1] * (rates.T @ f[1:]) - f[1:] * (rates @ f[:-1])
    n = np.arange(len(spacing))
    down = vt_ratio * (n + 1) * np.exp(DELTA_VT * n) * f.sum()
    flux += down * (f[:-1] * np.exp(-spacing / (K_CM * T_GAS)) - f[1:])
    change = np.zeros_like(f)
    change[:-1] -= flux
    change[1:] += flux
    return change


def relax_closed(start, spacing):
    rates = vv_rates(spacing)
    sol = solve_ivp(lambda t, f: population_change(f, rates, spacing),
                    (0.0, 1e5), start, method="BDF", rtol=1e-9, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


# --- position of the minimum: formula against numerical minimization
E10 = level_energy(1.0)
v_min = minimum_formula(E10, WEXE, T_GAS, T_VIB)
assert abs(v_min - numerical_minimum(T_GAS, T_VIB)) < 1e-4
assert 8.0 < v_min < 9.0
levels = np.arange(41)
for tg, tv in [(300, 3000), (300, 2000), (400, 3500), (250, 4000), (600, 3000)]:
    lowest = int(np.argmin(log_population(levels, tg, tv)))
    assert lowest == round(minimum_formula(E10, WEXE, tg, tv))

# --- gas temperatures at which the minimum reaches 8, 8.5 and 9
edge = {p: (p - 0.5) * 2 * WEXE * T_VIB / E10 for p in (8.0, 8.5, 9.0)}
for place, temp in edge.items():
    assert abs(numerical_minimum(temp, T_VIB) - place) < 1e-4
assert np.argmin(log_population(levels, edge[8.5] - 1, T_VIB)) == 8
assert np.argmin(log_population(levels, edge[8.5] + 1, T_VIB)) == 9

# --- closed ladder: VV exchange alone must create the Treanor distribution
short = np.arange(13)
target = np.exp(log_population(short, T_GAS, T_VIB))
target /= target.sum()
mean_quanta = short @ target


def geometric(beta):
    g = np.exp(-beta * short)
    return g / g.sum()


beta0 = brentq(lambda b: short @ geometric(b) - mean_quanta, 1e-3, 8.0)
start = geometric(beta0)
spacing_short = np.diff(level_energy(short.astype(float)))
final = relax_closed(start, spacing_short)
closed_error = np.max(np.abs(final / target - 1.0))
tv_reached = E10 / (K_CM * np.log(final[0] / final[1]))
assert np.max(np.abs(start / target - 1.0)) > 0.1
assert closed_error < 1e-4          # limited by the time integrator
assert abs(tv_reached - T_VIB) < 1.0
assert np.argmin(final) == 9
# control: equal spacings, started with a minimum, must lose it
harmonic = relax_closed(target, np.full(12, E10))
assert np.argmin(target) == 9 and np.all(np.diff(harmonic) < 0)

# --- independent molecular constants: CCSD(T)/cc-pVDZ curve, frozen cores
bond = np.linspace(0.90, 1.40, 11)
energy = []
for r in bond:
    mol = gto.M(atom=f"N 0 0 0; N 0 0 {r}", basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    solver = cc.CCSD(mf, frozen=2)
    solver.conv_tol, solver.conv_tol_normt, solver.max_cycle = 1e-9, 1e-6, 100
    solver.kernel()
    assert mf.converged and solver.converged
    energy.append(solver.e_tot + solver.ccsd_t())
energy = np.array(energy) - min(energy)
fit = np.polynomial.Polynomial.fit((bond - 1.12) / bond, energy, 8)
grid = np.linspace(0.90, 1.40, 122)[1:-1]
step = (grid[1] - grid[0]) * 1e-10 / const.physical_constants["Bohr radius"][0]
mass = 0.5 * 14.003074 * const.atomic_mass / const.m_e
idx = np.arange(len(grid))
gap = idx[:, None] - idx[None, :]
kinetic = np.where(gap == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(gap) / np.where(gap == 0, 1, gap)**2)
ham = kinetic / (2 * mass * step**2) + np.diag(fit((grid - 1.12) / grid))
HARTREE_CM = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0
vib = np.linalg.eigvalsh(ham)[:3] * HARTREE_CM
e10_cc = vib[1] - vib[0]
wexe_cc = 0.5 * (e10_cc - (vib[2] - vib[1]))
v_min_cc = minimum_formula(e10_cc, wexe_cc, T_GAS, T_VIB)
assert 8.0 < v_min_cc < 9.0

# --- neglected effects: cubic term, and losses from an open ladder
v_min_cubic = numerical_minimum(T_GAS, T_VIB, WEYE)
assert 8.0 < v_min_cubic < 9.0
TOP = 46
long = np.arange(TOP + 1)
spacing_long = np.diff(level_energy(long.astype(float)))
rates_long = vv_rates(spacing_long)
treanor = np.exp(log_population(long, T_GAS, T_VIB))


def open_ladder(vt_ratio):
    """Levels 0 and 1 held fixed, level TOP kept empty; steady state."""
    def full(inner):
        return np.concatenate((treanor[:2], inner, [0.0]))

    def change(t, inner):
        return population_change(full(inner), rates_long, spacing_long,
                                 vt_ratio)[2:-1]
    guess = np.where(long <= 9, treanor, treanor[9] * 9 / np.maximum(long, 1))
    sol = solve_ivp(change, (0.0, 1e5), guess[2:-1], method="BDF",
                    rtol=1e-8, atol=1e-12)
    assert sol.success
    assert np.max(np.abs(change(0.0, sol.y[:, -1]))) < 1e-8
    return full(sol.y[:, -1])


vt_ratios = (0.0, 1e-6, 1e-4)
opened = {r: open_ladder(r) for r in vt_ratios}
for f in opened.values():
    assert f[20] < 0.1 * treanor[20]

# --- printed numbers
print(f"gas temperature T = {T_GAS:.0f} K; vibrational Tv = {T_VIB:.0f} K")
print(f"rough we = {WE:.0f} cm^-1; rough wexe = {WEXE:.1f} cm^-1")
print(f"E10 = {E10:.1f} cm^-1 = {E10 * CM_TO_EV:.4f} eV")
print(f"kT = {K_CM * T_GAS:.2f} cm^-1; kTv = {K_CM * T_VIB:.1f} cm^-1")
print(f"E10/(2 wexe) = {E10 / (2 * WEXE):.2f}; T/Tv = {T_GAS / T_VIB:.3f}")
print(f"E10/kTv = {E10/(K_CM*T_VIB):.4f}; wexe/kT = {WEXE/(K_CM*T_GAS):.5f}")
print(f"minimum, formula: v = {v_min:.3f}")
print(f"minimum, numerical: v = {numerical_minimum(T_GAS, T_VIB):.3f}")
for v in (1, 7, 8, 9, 10, 20):
    print(f"Treanor f_{v}/f_0 = {treanor[v]:.5g}")
print(f"Treanor f_9/f_8 = {treanor[9] / treanor[8]:.4f}")
print(f"Treanor f_10/f_9 = {treanor[10] / treanor[9]:.4f}")
for place, temp in edge.items():
    print(f"gas temperature for minimum at v = {place:.1f}: {temp:.1f} K")
print(f"closed ladder, levels 0 to 12: mean quanta = {mean_quanta:.4f}")
print(f"closed ladder: Tv reached = {tv_reached:.2f} K")
print(f"closed ladder: largest relative error = {closed_error:.1e}")
print(f"CCSD(T)/cc-pVDZ: E10 = {e10_cc:.1f} cm^-1")
print(f"CCSD(T)/cc-pVDZ: wexe = {wexe_cc:.2f} cm^-1")
print(f"CCSD(T)/cc-pVDZ: minimum at v = {v_min_cc:.3f}")
print(f"rough cubic coefficient = {WEYE:.3f} cm^-1")
print(f"minimum with cubic term: v = {v_min_cubic:.3f}")
print(f"minimum if Tv is defined with we: v = "
      f"{minimum_formula(WE, WEXE, T_GAS, T_VIB):.3f}")
print(f"open ladder: VV range parameter = {DELTA_VV}, VT growth = {DELTA_VT}")
for r, f in opened.items():
    print(f"open ladder, VT/VV rate ratio {r:.0e}:")
    print("  f_v/Treanor at v = 5, 9, 20: "
          + ", ".join(f"{f[v] / treanor[v]:.3g}" for v in (5, 9, 20)))
    print("  f_v/f_0 at v = 9, 10, 20, 30: "
          + ", ".join(f"{f[v]:.3g}" for v in (9, 10, 20, 30)))
    rise = np.any(np.diff(f[9:]) > 1e-10)
    print(f"  any rise beyond level 9: {'yes' if rise else 'no'}")
print("done: every assertion held")
```

It prints:

```
gas temperature T = 300 K; vibrational Tv = 3000 K
rough we = 2359 cm^-1; rough wexe = 14.3 cm^-1
E10 = 2330.4 cm^-1 = 0.2889 eV
kT = 208.51 cm^-1; kTv = 2085.1 cm^-1
E10/(2 wexe) = 81.48; T/Tv = 0.100
E10/kTv = 1.1176; wexe/kT = 0.06858
minimum, formula: v = 8.648
minimum, numerical: v = 8.648
Treanor f_1/f_0 = 0.32705
Treanor f_7/f_0 = 0.0071327
Treanor f_8/f_0 = 0.0060933
Treanor f_9/f_0 = 0.0059707
Treanor f_10/f_0 = 0.0067106
Treanor f_20/f_0 = 40.781
Treanor f_9/f_8 = 0.9799
Treanor f_10/f_9 = 1.1239
gas temperature for minimum at v = 8.0: 276.1 K
gas temperature for minimum at v = 8.5: 294.5 K
gas temperature for minimum at v = 9.0: 313.0 K
closed ladder, levels 0 to 12: mean quanta = 0.8964
closed ladder: Tv reached = 3000.00 K
closed ladder: largest relative error = 3.7e-12
CCSD(T)/cc-pVDZ: E10 = 2309.9 cm^-1
CCSD(T)/cc-pVDZ: wexe = 14.51 cm^-1
CCSD(T)/cc-pVDZ: minimum at v = 8.457
rough cubic coefficient = -0.002 cm^-1
minimum with cubic term: v = 8.631
minimum if Tv is defined with we: v = 8.748
open ladder: VV range parameter = 0.4, VT growth = 0.17
open ladder, VT/VV rate ratio 0e+00:
  f_v/Treanor at v = 5, 9, 20: 0.918, 0.593, 3.53e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00354, 0.00306, 0.00144, 0.000759
  any rise beyond level 9: no
open ladder, VT/VV rate ratio 1e-06:
  f_v/Treanor at v = 5, 9, 20: 0.919, 0.595, 3.59e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00355, 0.00307, 0.00146, 0.000789
  any rise beyond level 9: no
open ladder, VT/VV rate ratio 1e-04:
  f_v/Treanor at v = 5, 9, 20: 0.925, 0.617, 4.01e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00368, 0.00322, 0.00163, 0.000397
  any rise beyond level 9: no
done: every assertion held
```
